# Why the low-field Hall slope of a ferromagnetic film misreads carrier density: verification in Python

```python
"""Hall slope of a ferromagnetic film: ordinary and anomalous parts.

Result under test (SI units, rho_H = E_y/j_x, applied field B along the normal z):
    rho_H = R0*B + rho_1*m_z(B),   slope = R0 + rho_1*dm_z/dB
R0    : ordinary Hall coefficient, 1/(n q) for one spherical Fermi sheet
rho_1 : anomalous Hall resistivity at full moment, -rho_xx*s
s     : skew-scattering strength; m = M/M_0 : reduced magnetisation
B_0   : mu0*M_0; kappa : effective demagnetising factor (shape minus anisotropy)
Hall data come from a discretised Boltzmann equation and from numerical
minimisation of a mean-field free energy, not from the formulas under test.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

e, hbar, mass = const.e, const.hbar, const.m_e
kB = const.k
muB = const.physical_constants["Bohr magneton"][0]

# Model parameters
n = 5e28
tau = 1e-15
skew = -0.01
B_0 = 1.5
kappa = 0.8
Tc, T = 600.0, 450.0
thickness, radius, substrate = 20e-9, 1e-3, 0.5e-3

# Quadrature points on the Fermi sphere; polar index outer, azimuth inner
N_PHI = 8
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(4)
phi = 2 * np.pi * np.arange(N_PHI) / N_PHI
C, P = np.meshgrid(cos_nodes, phi, indexing="ij")
S = np.sqrt(1 - C**2)
K = np.stack([S * np.cos(P), S * np.sin(P), C], axis=-1).reshape(-1, 3)
w = np.repeat(cos_weights / 2, N_PHI) / N_PHI
CROSS = np.cross(K[None, :, :], K[:, None, :])  # [final, initial]
harmonics = np.fft.fftfreq(N_PHI, 1 / N_PHI)
harmonics[N_PHI // 2] = 0
D_phi = np.real(np.fft.ifft(1j * harmonics[:, None]
                            * np.fft.fft(np.eye(N_PHI), axis=0), axis=0))
D_PHI = np.kron(np.eye(len(cos_nodes)), D_phi)


def conductivity(B, m, s, life=tau, charge=-e, density=n, spins=2):
    """3x3 conductivity from the linearised Boltzmann equation."""
    kF = (6 * np.pi**2 * density / spins) ** (1 / 3)
    vF = hbar * kF / mass
    dos = spins * mass * kF / (2 * np.pi**2 * hbar**2)
    rate = 1 + 3 * s * (CROSS @ np.asarray(m, float))
    out = w @ rate
    operator = np.diag(out) - rate * w[None, :]
    operator -= charge * B / mass * life * D_PHI
    operator += np.outer(np.ones(len(w)), w)  # fixes zero net charge
    response = np.linalg.solve(operator, K)
    return charge**2 * dos * life * vF**2 * (K.T * w) @ response


def hall(B, m, s=skew):
    return np.linalg.inv(conductivity(B, m, s))[1, 0]


def equilibrium(B, temp=T, kap=kappa, start=(0.7, 1.2)):
    """Reduced moment (m_x, 0, m_z) at a minimum of the free energy."""
    def energy(x):
        r, angle = x
        if abs(r) >= 1:
            return 10.0
        mz = r * np.cos(angle)
        a, b = (1 + r) / 2, (1 - r) / 2
        magnetic = muB / (kB * Tc) * (kap * B_0 * mz**2 / 2 - B * mz)
        return -r * r / 2 + magnetic + temp / Tc * (a * np.log(a) + b * np.log(b))
    x = np.array(start)
    for _ in range(2):
        x = minimize(energy, x, method="Nelder-Mead",
                     options=dict(xatol=1e-9, fatol=1e-15, maxiter=2000)).x
    return np.array([x[0] * np.sin(x[1]), 0.0, x[0] * np.cos(x[1])])


def collinear_slope(m, temp, kap):
    """Derived dm/dB when the moment lies along the normal."""
    return 1 / (kB / muB * (temp / (1 - m**2) - Tc) + kap * B_0)


def apparent_density(slope):
    return 1 / (e * slope)  # positive for holes, negative for electrons


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Derived transport coefficients
R0 = -1 / (n * e)
rho_xx = mass / (n * e**2 * tau)
rho_1 = -rho_xx * skew

# Magnetostatics: charge quadrature against the rim-current expression
def self_field(t, a):
    return t / (2 * np.sqrt(a**2 + t**2 / 4))  # in units of mu0*M


t_test = 0.1
H_disc = -quad(lambda r: r * (t_test / 2) / (r**2 + t_test**2 / 4) ** 1.5,
               0, 1, points=[0.05, 0.2])[0]
assert close(1 + H_disc, self_field(t_test, 1.0), 1e-7)

# Transport: large Hall angles and a tilted moment
tilted = np.array([0.6, 0.0, 0.5])
for B_test in (-3000.0, 0.0, 2000.0):
    rho = np.linalg.inv(conductivity(B_test, tilted, 0.2))
    assert close(rho[0, 0], rho_xx, 1e-9)
    assert close(rho[1, 0], R0 * B_test - rho_xx * 0.2 * tilted[2], 1e-9)

# Low-field curve
m_s = brentq(lambda m: m - np.tanh(Tc * m / T), 0.1, 0.999999)
B_sat = kappa * B_0 * m_s
B_low = np.linspace(-0.4, 0.4, 9)
m_low = np.array([equilibrium(B) for B in B_low])
assert np.max(abs(m_low[:, 2] - B_low / (kappa * B_0))) < 2e-5
assert np.max(abs(np.linalg.norm(m_low, axis=1) - m_s)) < 2e-6
rho_low = np.array([hall(B, m) for B, m in zip(B_low, m_low)])
slope_low = np.polyfit(B_low, rho_low, 1)[0]
assert close(slope_low, R0 + rho_1 / (kappa * B_0), 1e-4)

# High-field curve
B_high = np.linspace(3, 9, 13)
m_high = np.array([equilibrium(B, start=(0.75, 0.1)) for B in B_high])
assert np.max(abs(m_high[:, 0])) < 1e-3
rho_high = np.array([hall(B, m) for B, m in zip(B_high, m_high)])
slope_high, intercept = np.polyfit(B_high, rho_high, 1)
dm_high = (m_high[7, 2] - m_high[5, 2]) / (B_high[7] - B_high[5])
assert close(dm_high, collinear_slope(m_high[6, 2], T, kappa), 5e-3)
assert close(slope_high, R0 + rho_1 * dm_high, 3e-3)


# Two-column separation
def column_ratio(B, mz):
    columns = np.column_stack([B / np.linalg.norm(B), mz / np.linalg.norm(mz)])
    values = np.linalg.svd(columns, compute_uv=False)
    return values[1] / values[0]


def separate(mz):
    return np.linalg.lstsq(np.column_stack([B_high, mz]), rho_high, rcond=None)[0]


ratio_low = column_ratio(B_low, m_low[:, 2])
ratio_high = column_ratio(B_high, m_high[:, 2])
assert ratio_low < 1e-4 and ratio_high > 1e-2
R0_fit, rho_1_fit = separate(m_high[:, 2])
assert close(R0_fit, R0, 1e-6) and close(rho_1_fit, rho_1, 1e-6)
background = 1e-3
R0_biased = separate(m_high[:, 2] + background * B_high)[0]
assert close(R0_biased - R0, -rho_1 * background, 1e-5)
chi_substrate = background * B_0 * thickness / substrate

# Paramagnetic film: straight line without remanence
T_para = 700.0
m_para = [equilibrium(B, temp=T_para, start=(0.02, 0.3)) for B in (-2.0, 2.0)]
dm_para = (m_para[1][2] - m_para[0][2]) / 4
assert close(dm_para, collinear_slope(0.0, T_para, kappa), 3e-3)
slope_para = (hall(2.0, m_para[1]) - hall(-2.0, m_para[0])) / 4
assert close(slope_para, R0 + rho_1 * collinear_slope(0.0, T_para, kappa), 5e-3)

# Perpendicular easy axis, one remanent branch
kappa_perp = -0.2
m_rem = [equilibrium(B, kap=kappa_perp, start=(0.75, 0.01)) for B in (-0.1, 0.1)]
dm_rem = (m_rem[1][2] - m_rem[0][2]) / 0.2
m_zero = brentq(lambda m: m - np.tanh((Tc - muB * kappa_perp * B_0 / kB) * m / T),
                0.1, 0.999999)
assert close(dm_rem, collinear_slope(m_zero, T, kappa_perp), 1e-2)
rho_rem = [hall(B, m) for B, m in zip((-0.1, 0.1), m_rem)]
slope_rem = (rho_rem[1] - rho_rem[0]) / 0.2
offset_rem = (rho_rem[1] + rho_rem[0]) / 2
assert close(offset_rem, rho_1 * m_zero, 1e-4)
assert close(slope_rem, R0 + rho_1 * collinear_slope(m_zero, T, kappa_perp), 5e-3)

# Two spin sheets with equal filling and unequal lifetimes, no skew scattering
lives = np.array([1e-15, 0.25e-15])
total = sum(conductivity(1.0, (0, 0, 0), 0.0, life=t, density=n / 2, spins=1)
            for t in lives)
R_two = np.linalg.inv(total)[1, 0]
sigma_i = (n / 2) * e**2 * lives / mass
R_two_formula = np.sum(sigma_i**2 * (-2 / (n * e))) / np.sum(sigma_i) ** 2
assert close(R_two, R_two_formula, 1e-6)


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


print("Densities below: positive = hole sign, negative = electron sign")
show("true electron density n", n, "m^-3")
show("relaxation time tau", tau * 1e15, "fs")
show("skew strength s", skew)
show("B_0 = mu0*M_0", B_0, "T")
show("effective demagnetising factor kappa", kappa)
show("Curie temperature", Tc, "K")
show("film temperature", T, "K")
show("film thickness", thickness * 1e9, "nm")
show("disc radius", radius * 1e3, "mm")
show("self-field at disc centre / (mu0*M)", self_field(thickness, radius))
show("rho_xx", rho_xx, "ohm m")
show("R0 = 1/(nq)", R0, "ohm m/T")
show("rho_1", rho_1, "ohm m")
show("Rs = rho_1/B_0", rho_1 / B_0, "ohm m/T")
show("spontaneous reduced moment m_s", m_s)
show("saturation field", B_sat, "T")
show("low-field slope, simulated", slope_low, "ohm m/T")
show("low-field anomalous slope, formula", rho_1 / (kappa * B_0), "ohm m/T")
show("low-field sheet Hall slope", slope_low / thickness, "ohm/T")
show("density read from low-field slope", apparent_density(slope_low), "m^-3")
show("n / |density from low-field slope|", n * e * abs(slope_low))
show("reduced moment at 6 T", m_high[6, 2])
show("dm_z/dB near 6 T", dm_high, "1/T")
show("high-field slope, 3 to 9 T", slope_high, "ohm m/T")
show("high-field line, intercept at B = 0", intercept, "ohm m")
show("rho_1*m_s", rho_1 * m_s, "ohm m")
show("density read from high-field line", apparent_density(slope_high), "m^-3")
show("column singular-value ratio, low field", ratio_low)
show("column singular-value ratio, high field", ratio_high)
show("R0 from two-column fit", R0_fit, "ohm m/T")
show("rho_1 from two-column fit", rho_1_fit, "ohm m")
show("density from two-column fit", apparent_density(R0_fit), "m^-3")
show("false background b in m_z", background, "1/T")
show("R0 fitted with that background", R0_biased, "ohm m/T")
show("density fitted with that background", apparent_density(R0_biased), "m^-3")
show("substrate thickness", substrate * 1e3, "mm")
show("substrate susceptibility giving b (SI)", chi_substrate)
show("paramagnetic film temperature", T_para, "K")
show("paramagnetic dm_z/dB", dm_para, "1/T")
show("paramagnetic Hall slope", slope_para, "ohm m/T")
show("density read from paramagnetic slope", apparent_density(slope_para), "m^-3")
show("kappa of perpendicular-easy-axis film", kappa_perp)
show("its remanent reduced moment", m_zero)
show("its remanent Hall offset", offset_rem, "ohm m")
show("its remanent-branch slope", slope_rem, "ohm m/T")
show("density read from remanent branch", apparent_density(slope_rem), "m^-3")
show("two spin sheets: lifetime 1", lives[0] * 1e15, "fs")
show("two spin sheets: lifetime 2", lives[1] * 1e15, "fs")
show("two spin sheets: R0", R_two, "ohm m/T")
show("two spin sheets: density read from R0", apparent_density(R_two), "m^-3")
print("all assertions hold")
```

Printed output:

```
Densities below: positive = hole sign, negative = electron sign
true electron density n: 5e+28 m^-3
relaxation time tau: 1 fs
skew strength s: -0.01
B_0 = mu0*M_0: 1.5 T
effective demagnetising factor kappa: 0.8
Curie temperature: 600 K
film temperature: 450 K
film thickness: 20 nm
disc radius: 1 mm
self-field at disc centre / (mu0*M): 1e-05
rho_xx: 7.0974e-07 ohm m
R0 = 1/(nq): -1.2483e-10 ohm m/T
rho_1: 7.0974e-09 ohm m
Rs = rho_1/B_0: 4.7316e-09 ohm m/T
spontaneous reduced moment m_s: 0.77552
saturation field: 0.93062 T
low-field slope, simulated: 5.7897e-09 ohm m/T
low-field anomalous slope, formula: 5.9145e-09 ohm m/T
low-field sheet Hall slope: 0.28948 ohm/T
density read from low-field slope: 1.078e+27 m^-3
n / |density from low-field slope|: 46.38
reduced moment at 6 T: 0.78178
dm_z/dB near 6 T: 0.0012035 1/T
high-field slope, 3 to 9 T: -1.1629e-10 ohm m/T
high-field line, intercept at B = 0: 5.4972e-09 ohm m
rho_1*m_s: 5.5041e-09 ohm m
density read from high-field line: -5.3673e+28 m^-3
column singular-value ratio, low field: 2.9995e-07
column singular-value ratio, high field: 0.15081
R0 from two-column fit: -1.2483e-10 ohm m/T
rho_1 from two-column fit: 7.0974e-09 ohm m
density from two-column fit: -5e+28 m^-3
false background b in m_z: 0.001 1/T
R0 fitted with that background: -1.3193e-10 ohm m/T
density fitted with that background: -4.731e+28 m^-3
substrate thickness: 0.5 mm
substrate susceptibility giving b (SI): 6e-08
paramagnetic film temperature: 700 K
paramagnetic dm_z/dB: 0.0066607 1/T
paramagnetic Hall slope: -7.7557e-11 ohm m/T
density read from paramagnetic slope: -8.0477e+28 m^-3
kappa of perpendicular-easy-axis film: -0.2
its remanent reduced moment: 0.77581
its remanent Hall offset: 5.5062e-09 ohm m
its remanent-branch slope: -1.1584e-10 ohm m/T
density read from remanent branch: -5.3882e+28 m^-3
two spin sheets: lifetime 1: 1 fs
two spin sheets: lifetime 2: 0.25 fs
two spin sheets: R0: -1.6977e-10 ohm m/T
two spin sheets: density read from R0: -3.6765e+28 m^-3
all assertions hold
```
